# Is the average t-matrix approximation nearly the CPA?

## Question

I have a random binary alloy and want its averaged density of states. The average t-matrix approximation (ATA) looks attractive: choose a reference medium, calculate the t-matrix of each species in it, average the two, and convert the result into a self-energy. The coherent potential approximation (CPA) uses the same t-matrices but demands that their average vanish.

I therefore thought of ATA as CPA without the last bit of self-consistency, with perhaps slightly blurred features. But when I change the reference medium, my band edges move, and for some choices a gap appears. Is this a numerical fault? If not, which gaps can I believe? A case that can be worked out by hand, such as a semicircular band, would help.

## Answer

It need not be a numerical fault. ATA is the first step of an iteration whose fixed point is CPA, and that first step can get the connectivity of the spectrum wrong. A semicircular band shows when this happens.

### The model and the two approximations

Let the site levels be \(e_A=\delta/2\) with probability \(c\) and \(e_B=-\delta/2\) with probability \(1-c\), independently on each site, with \(0<c<1\) and \(\delta>0\). The hopping is the same for all species and has a semicircular band of half-width \(W\). With \(\operatorname{Im}z>0\), its local Green function is

\[
F(z)=\frac{2}{z+r},\qquad r=\sqrt{z-W}\sqrt{z+W}.
\]

The density of states (DOS) is \(-\operatorname{Im}G/\pi\) just above the real axis. Since \(r^2=z^2-W^2\), we have \(W^2/(z+r)=z-r\). Hence \(2/F=z+r\) and \(W^2F/2=z-r\); adding them gives

\[
\frac1{F(z)}=z-\frac{W^2}{4}F(z). \tag{1}
\]

Take a reference medium with level \(s\) on every site and write \(F_0=F(z-s)\). Replacing one reference site by species \(i\) gives the perturbation \(e_i-s\). Repeated scattering from that site gives a geometric series. It converges only for \(|(e_i-s)F_0|<1\); inside the reference band \(|F_0|=2/W\), so it diverges there once \(|e_i-s|\ge W/2\). The closed form below holds in either case, because it solves \(t_i=(e_i-s)+(e_i-s)F_0t_i\):

\[
t_i=(e_i-s)+(e_i-s)F_0(e_i-s)+\dots=\frac{e_i-s}{1-(e_i-s)F_0}.
\]

ATA chooses \(\Sigma\) so that a site of level \(\Sigma\) has the averaged t-matrix:

\[
\frac{\Sigma-s}{1-(\Sigma-s)F_0}=\langle t\rangle
\quad\Rightarrow\quad
\Sigma=s+\frac{\langle t\rangle}{1+\langle t\rangle F_0}.
\]

The alloy Green function is then \(F(z-\Sigma)\).

### Where the reference enters

Define \(X_0=s+1/F_0\). Equation (1), with argument \(z-s\), gives \(X_0=z-W^2F_0/4\). Also

\[
1+t_iF_0=\frac1{1-(e_i-s)F_0}=\frac1{F_0(X_0-e_i)}.
\]

The same identity holds for the effective site, with \(\Sigma\) in place of \(e_i\). Equating its t-matrix to the average therefore gives

\[
\frac1{X_0-\Sigma}=\left\langle\frac1{X_0-e_i}\right\rangle. \tag{2}
\]

Let \(m=ce_A+(1-c)e_B\), \(\tilde e=ce_B+(1-c)e_A\) and \(v=c(1-c)\delta^2\). Putting the average over a common denominator,

\[
\left\langle\frac1{X_0-e_i}\right\rangle
=\frac{X_0-\tilde e}{(X_0-e_A)(X_0-e_B)}.
\]

Now \(e_A+e_B=m+\tilde e\), and

\[
m\tilde e=c(1-c)(e_A^2+e_B^2)+[1-2c(1-c)]e_Ae_B=e_Ae_B+v.
\]

The denominator is thus \((X_0-m)(X_0-\tilde e)-v\). Inverting (2) yields

\[
\Sigma=m+\frac{v}{X_0-\tilde e},\qquad
X_0=z-\frac{W^2}{4}F(z-s). \tag{3}
\]

All dependence on the reference sits in \(X_0\).

CPA makes the medium its own reference, so that \(\langle t\rangle=0\). Then \(F_0\) becomes the alloy function \(G=F(z-\Sigma)\), \(X_0\) becomes \(X=\Sigma+1/G\), and (2) becomes

\[
G=\left\langle\frac1{X-e_i}\right\rangle,\qquad X=z-\frac{W^2}{4}G. \tag{4}
\]

There is no free reference left.

### Why CPA can serve as the judge here

Realize the hopping as a large real symmetric \(N\times N\) matrix with independent Gaussian entries of zero mean, off-diagonal variance \(W^2/(4N)\) and diagonal variance of order \(W^2/N\). Eliminating all sites but \(i\) gives

\[
G_{ii}=\frac1{z-e_i-h_{ii}-\sum_{jk}h_{ij}G^{(i)}_{jk}h_{ki}},
\]

where \(G^{(i)}\) is calculated without site \(i\) and is independent of \(h_{ij}\). For large \(N\), \(h_{ii}\) vanishes and the sum tends to \((W^2/4)N^{-1}\sum_jG_{jj}=W^2G/4\). Averaging over species reproduces (4). CPA is therefore exact for this model as \(N\to\infty\). The argument does not carry over to a lattice with few neighbours, where CPA is itself an approximation.

### A real reference fills its own band

Let \(s\) be real and constant, and take \(|E-s|<W\). Then \(\operatorname{Im}F_0<0\), so \(\operatorname{Im}X_0>0\), and (3) gives

\[
\operatorname{Im}\Sigma=-\frac{v\,\operatorname{Im}X_0}{|X_0-\tilde e|^2}<0.
\]

Hence \(E-\Sigma\) lies in the upper half-plane, where \(\operatorname{Im}F<0\). The ATA density is positive throughout \((s-W,s+W)\), whether or not the alloy has a gap there.

### When ATA opens a gap

Outside the reference band \(F_0\), \(X_0\) and \(\Sigma\) are real, apart from a possible pole of \(\Sigma\). States then require \(|E-\Sigma|<W\). Since \(F_0=1/(X_0-s)\),

\[
E=X_0+\frac{W^2}{4(X_0-s)},\qquad |X_0-s|>\frac W2,
\]

\[
E-\Sigma=\frac{W^2}{4(X_0-s)}+X_0-m-\frac{v}{X_0-\tilde e}. \tag{5}
\]

Setting (5) equal to \(\pm W\) gives candidate band edges; \(s\pm W\) can also be edges.

Above the reference band, \(dE/dX_0=1-W^2/[4(X_0-s)^2]>0\). Away from a pole, \(\Sigma\) falls as \(X_0\) rises, so \(E-\Sigma\) increases. At \(E=s+W\) we have \(X_0=s+W/2\). Let \(D=s+W/2-\tilde e\) and assume \(|s-m|<2W\).

- If \(D>0\), there is no pole above the band. A gap occurs if (5) starts below \(-W\), that is, if \(s+W-m-v/D<-W\), or \(D<v/(2W+s-m)\).
- If \(D<0\), there is a pole at \(X_0=\tilde e\). Expression (5) starts above \(-W\), rises to \(+\infty\) at the pole, and returns from \(-\infty\). This produces one gap, followed by a band.
- If \(D=0\), (5) starts from \(-\infty\) just above the edge, again giving a gap.

All three cases are covered by the condition

\[
s+\frac W2-\tilde e<\frac{v}{2W+s-m}. \tag{6}
\]

Reversing all energies gives the condition for a gap below the reference band: \(\tilde e-s+W/2<v/(2W-s+m)\).

At the pole \(|\Sigma|\to\infty\), so \(F(E-\Sigma)\to0\): for \(D<0\), ATA has no states around \(E=\tilde e+W^2/[4(\tilde e-s)]\), an energy that depends on the alloy through \(\tilde e\) and moves when the reference \(s\) is changed. Whether this gap is false depends on the alloy: for \(c=0.5\), \(\delta=3W\), \(s=-1.5W\) the pole, at \(0.167W\), falls inside a true gap. For small positive \(D\) the gap opens without a pole.

### When the alloy really has a gap

From (4), \(z=X+(W^2/4)\langle1/(X-e_i)\rangle\). In a true gap \(G\) is real and decreases with energy, so \(dX/dE=1-(W^2/4)dG/dE>0\). Therefore

\[
\frac{dE}{dX}=1-\frac{W^2}{4}\left\langle\frac1{(X-e_i)^2}\right\rangle>0. \tag{7}
\]

Conversely, a real \(X\) satisfying (7) acquires a positive imaginary part when \(E\) does. This root is the physical one because the upper half-plane contains no second root. Indeed, the imaginary part of the equation for \(z\) gives \((W^2/4)\langle|X-e_i|^{-2}\rangle<1\) for any such root. Subtracting the equations for two different roots would require \((W^2/4)\langle1/[(X_1-e_i)(X_2-e_i)]\rangle=1\), which the Cauchy–Schwarz inequality forbids.

Band edges are the zeros of (7). An internal gap needs (7) to hold somewhere between the levels. With \(p=X-e_B\), minimize \(c/(\delta-p)^2+(1-c)/p^2\). The condition \(c/(\delta-p)^3=(1-c)/p^3\) gives

\[
p=\frac{\delta(1-c)^{1/3}}S,\qquad \delta-p=\frac{\delta c^{1/3}}S,\qquad S=c^{1/3}+(1-c)^{1/3}.
\]

The minimum is \(S^3/\delta^2\), so a true gap requires \(\delta>(W/2)S^{3/2}\).

### An alloy with no gap

Take \(c=0.1\), \(\delta=0.8W\). Then \(m=-0.32W\), \(\tilde e=0.32W\) and \(v=0.1\times0.9\times0.64W^2=0.0576W^2\). The gap threshold is \(0.855W\), so the true band is connected.

For the B reference, \(s=-0.4W\), the left side of (6) is \((-0.4+0.5-0.32)W=-0.22W\), and the right side is \(0.0576W/1.92=0.03W\). A false gap must appear. Its pole lies at

\[
E=\left(0.32+\frac{0.25}{0.32+0.4}\right)W=0.667W.
\]

| Method | Bands, in \(W\) |
|---|---|
| CPA | −1.368 to 0.948 |
| ATA, reference B | −1.400 to 0.600; 0.683 to 0.869 |
| ATA, mean level | −1.364 to 0.680; 0.722 to 0.879 |
| ATA, reference A | −1.358 to 1.400 |

The B-reference gap is \(0.083W\) wide. At its centre the CPA density is \(0.248/W\), and CPA places 2.0% of all states inside it. Diagonalizing three random matrices of size 2000 gives 2.1%. The mean-level reference has a narrower false gap, containing about 1.0% of the states by either count. The A reference has no gap, but puts 0.8% of its weight above the CPA upper edge.

### An alloy with a true gap

Take \(c=0.5\), \(\delta=1.5W\). The threshold is now \(W\), and CPA has a gap from \(-0.153W\) to \(0.153W\). The test matrix of size 2000 has no level in this gap more than \(0.03W\) from its edges.

Use the mean-level reference, \(s=m=\tilde e=0\), with \(v=0.5625W^2\). At \(E=0\), \(F_0=-2i/W\), so \(X_0=iW/2\) and \(\Sigma=-2iv/W=-1.125iW\). The ATA density is

\[
-\frac1\pi\operatorname{Im}F(1.125iW)
=\frac{2}{\pi W\left(1.125+\sqrt{1+1.125^2}\right)}
=\frac{0.242}{W}.
\]

ATA gives one unbroken band and puts 7.4% of all states in the true gap.

### Why ATA can still look close to CPA

Subtracting the CPA form of (3) from the ATA form gives

\[
\Delta\Sigma=\frac{vW^2}{4}\,
\frac{F_0-G}{(X_0-\tilde e)(X-\tilde e)}. \tag{8}
\]

At large \(z\),

\[
F_0=\frac1z+\frac s{z^2}+\frac{s^2+W^2/4}{z^3}+\dots,\qquad
G=\frac1z+\frac m{z^2}+\frac{m^2+v+W^2/4}{z^3}+\dots
\]

The leading change of the alloy function is \(\Delta G=\Delta\Sigma/z^2\), and the coefficient of \(z^{-n-1}\) is the \(n\)th moment of the DOS. For \(s\ne m\), \(\Delta G\) starts with \(vW^2(s-m)/(4z^6)\). For \(s=m\), it starts with \(-v^2W^2/(4z^7)\). Moments zero to four thus agree with CPA for every constant \(s\). In the first alloy, the B reference changes the fifth moment by only \(0.0576\times0.25\times(-0.08)W^5=-0.00115W^5\), yet it opens a false gap. Agreement of low moments does not secure the band edges.

Equation (8) also shows where ATA is useful. At fixed complex \(z\) and small \(c\), \(v\) is of order \(c\). For the B or mean-level reference, \(F_0-G\) is also of order \(c\), so the self-energy error is of order \(c^2\). For the A reference it is of order \(c\). For weak disorder at fixed \(c\), \(v\) is of order \(\delta^2\) and \(F_0-G=F(z-s)-F(z-\Sigma)\) is of the order of \(\Sigma-s=(m-s)+v/(X-\tilde e)\). For the A or B reference \(m-s\) is of order \(\delta\), giving an error of order \(\delta^3\); for the mean-level reference \(m-s=0\), so \(F_0-G\) is of order \(\delta^2\) and the error is of order \(\delta^4\). These estimates hold away from the real axis and do not guarantee edges.

### What to do with your calculation

Feed the self-energy back as the new, generally complex, reference. At \(z=(0.64+0.05i)W\) in the first alloy, the first-step values are:

- B reference: \((-0.495-0.484i)W\)
- mean level: \((-0.438-0.256i)W\)
- A reference: \((-0.281-0.097i)W\)

All three iterations reach the CPA value, \((-0.258-0.228i)W\), to within \(10^{-9}W\) in 23 steps at this \(z\). Convergence is slower closer to the real axis and near a band edge: just above the axis it takes about 40 steps at \(E=0.64W\) and about 280 at \(E=0.94W\). One feedback step is not enough, since the second step from the B reference still has a false gap, from \(0.600W\) to \(0.603W\); iterate until \(\Sigma\) stops changing. If a gap in your ATA result moves with the reference, do not assign it to the alloy before making this self-consistent check. The numerical check tests the edge equations and gap conditions used here.

## Values computed for the example and the checks

```
All energies in units of W; densities of states in 1/W
Alloy 1: c = 0.1, delta = 0.8 W, e_A = 0.4 W, e_B = -0.4 W
mean level -0.3200 W, swapped mean 0.3200 W, v 0.0576 W^2
CPA gap threshold delta = 0.8547 W
CPA band: -1.3683 to 0.9485 W
Benchmark: 3 random matrices of size 2000
mean extreme eigenvalues: -1.3659 and 0.9441 W
largest CPA error in integrated DOS: 0.00090 (fraction)
ATA ref B (s = -0.40 W), bands: -1.4000 to 0.6000, 0.6826 to 0.8689 W
  upper-gap criterion (gap if positive): 0.2500 W
  false gap width 0.0826 W, pole at 0.6672 W
  CPA DOS at gap centre 0.6413 W: 0.2480 1/W
  states in false gap: CPA 0.02042, matrix 0.02083
ATA ref mean (s = -0.32 W), bands: -1.3639 to 0.6800, 0.7223 to 0.8787 W
  upper-gap criterion (gap if positive): 0.1688 W
  false gap width 0.0423 W, pole at 0.7106 W
  CPA DOS at gap centre 0.7012 W: 0.2410 1/W
  states in false gap: CPA 0.01020, matrix 0.01000
ATA ref A (s = 0.40 W), bands: -1.3579 to 1.4000 W
  upper-gap criterion (gap if positive): -0.5588 W
  ATA weight above CPA top: 0.0077 of all states
Self-energies at z = 0.64 + 0.05i W:
  ATA B: -0.4950 -0.4838i W; steps to CPA within 1e-9 W: 23
  ATA mean: -0.4377 -0.2562i W; steps to CPA within 1e-9 W: 23
  ATA A: -0.2809 -0.0969i W; steps to CPA within 1e-9 W: 23
  CPA: -0.2579 -0.2284i W
ATA B minus CPA, moment 5: -0.001152 W^5
ATA mean minus CPA, moment 6: -0.000829 W^6
ATA A minus CPA, moment 5: 0.010368 W^5
Dilute error ratio, c = 0.002 to 0.001, ref B: 4.004
Dilute error ratio, c = 0.002 to 0.001, ref mean: 3.999
Dilute error ratio, c = 0.002 to 0.001, ref A: 1.999
Alloy 2: c = 0.5, delta = 1.5 W, mean reference s = 0 W
CPA gap threshold delta = 1.0000 W
CPA bands: -1.5244 to -0.1528, 0.1528 to 1.5244 W
ATA band: -1.4500 to 1.4500 W
true gap width 0.3056 W; ATA DOS at centre 0.2420 1/W
ATA weight in true gap: 0.0742 of all states
matrix levels in gap, 0.03 W inside each edge: 0 of 2000
Gap criterion checked on 60 random cases, 22 with gaps
```
